**Bond energies, entropy and the decomposition of metal halides**

The program computes \(T_{50}\), the temperature at which half the metal in MX₄ vapour is deposited, from the M–X bond energy \(D_{MX}\), the X–X bond energy \(D_{XX}\), the metal cohesion \(E_{coh}\) and the pressure \(P\). It asserts that partition functions from a numerically built Hessian agree with the mass-free classical formulas at high temperature, and that the closed formula for \(T_{50}\) agrees with the full equilibrium within 0.5%. A direct minimization of the Gibbs energy for the iodide at 760 Torr must also return a yield of one half. For rough zirconium-like parameters at 1 Torr, the output gives 2736 K for the chloride and 1670 K for the iodide. Further assertions confirm that the M–X energy dominates this gap, that halogen mass has almost no effect, and that weaker X–X recovery raises the temperature when only molecules may leave. A weak-bond model metal is asserted to reverse the order. With gaseous lower halides and metal vapour included, the best iodide yield exceeds 0.99, while the chloride shows no positive yield in the range searched.

## Program and output

```python
"""
Result under test: a metal iodide vapour MX4 deposits metal at a lower
temperature than the chloride mainly because its M-X bonds are weaker.
For atomic products, K = p_X^4/p_MX4 = A exp(-(4 D_MX - E_coh)/kT), where
A contains no atomic mass. T50 is the temperature of half metal yield:
  T50 = (4 D_MX - E_coh) / (k [ln(A/P^3) - ln(256/125)]).
D_MX, D_XX: bond energies from potential minima; E_coh: metal cohesion;
P: total gas pressure. The zero of energy is free atoms.
Model inputs are rough rounded values in the regime of zirconium halides.
"""
import numpy as np
from itertools import combinations
from scipy import constants as const
from scipy.optimize import brentq, minimize

kB, hbar, eV = const.k, const.hbar, const.e
amu, torr = const.atomic_mass, const.torr
nm = 1e-9
metal_mass = 91.2 * amu
metal_spring = 120.0          # N/m, Einstein solid
cohesion = 6.2                # eV per metal atom
pressure = 1.0 * torr

# Energies in eV, lengths in nm, springs in N/m, mass in atomic mass units.
chloride = dict(D_MX=5.1, D_XX=2.5, mass=35.5, r=0.23, ks=300.0, kb=7.0,
                r2=0.20, k2=320.0, so=0.1)
iodide = dict(D_MX=3.6, D_XX=1.5, mass=126.9, r=0.27, ks=200.0, kb=5.0,
              r2=0.27, k2=170.0, so=0.9)
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)


def halide_molecule(salt, count, bond_factor=1.0):
    """Mass, moments, symmetry number, frequencies, weight, energy of MX_count."""
    r = salt["r"] * nm
    positions = np.vstack([np.zeros(3), r * tetra[:count]])
    masses = np.array([metal_mass] + [salt["mass"] * amu] * count)
    pairs = list(combinations(range(count), 2))

    def internal(flat):
        x = flat.reshape(-1, 3)
        bonds = x[1:] - x[0]
        lengths = np.linalg.norm(bonds, axis=1)
        units = bonds / lengths[:, None]
        angles = [r * np.arccos(units[i] @ units[j]) for i, j in pairs]
        return np.array(list(lengths) + angles)

    flat = positions.ravel()
    step = 1e-5 * r
    columns = []
    for i in range(flat.size):
        shift = np.zeros(flat.size)
        shift[i] = step
        columns.append((internal(flat + shift) - internal(flat - shift)) / (2 * step))
    B = np.array(columns).T
    springs = np.array([salt["ks"]] * count + [salt["kb"]] * len(pairs))
    hessian = B.T @ (springs[:, None] * B)
    root_mass = np.sqrt(np.repeat(masses, 3))
    squares = np.linalg.eigvalsh(hessian / np.outer(root_mass, root_mass))
    n_vib = 1 if count == 1 else 3 * (count + 1) - 6
    frequencies = np.sqrt(squares[-n_vib:])
    x = positions - masses @ positions / masses.sum()
    inertia = sum(m * (v @ v * np.eye(3) - np.outer(v, v)) for m, v in zip(masses, x))
    moments = np.linalg.eigvalsh(inertia)
    if count == 1:
        moments = moments[-1:]
    symmetry = {1: 1, 2: 2, 3: 3, 4: 12}[count]
    weight = {1: 4, 2: 3, 3: 2, 4: 1}[count]
    energy = -count * salt["D_MX"] * bond_factor * eV
    return masses.sum(), moments, symmetry, frequencies, weight, energy


def build(salt, lower_halides=False, bond_factor=1.0):
    """Species: name -> (metal atoms, halogen atoms, molecular data)."""
    m = salt["mass"] * amu
    none = np.array([])
    species = {
        "MX4": (1, 4, halide_molecule(salt, 4)),
        "X": (0, 1, (m, none, 1, none, 1, 0.0)),
        "X2": (0, 2, (2 * m, np.array([m * (salt["r2"] * nm) ** 2 / 2]), 2,
                      np.array([np.sqrt(2 * salt["k2"] / m)]), 1,
                      -salt["D_XX"] * eV))}
    if lower_halides:
        for count in (1, 2, 3):
            species["MX%d" % count] = (1, count,
                                       halide_molecule(salt, count, bond_factor))
        species["M"] = (1, 0, (metal_mass, none, 1, none, 21, 0.0))
    return species


def atom_weight(salt, T):
    return 4 + 2 * np.exp(-salt["so"] * eV / (kB * T))


def ln_phi(salt, species, name, T):
    """ln of (partition function per volume times kT), in pascal."""
    mass, moments, symmetry, freq, weight, energy = species[name][2]
    kT = kB * T
    value = 1.5 * np.log(mass * kT / (2 * np.pi * hbar**2)) + np.log(kT)
    value += np.log(atom_weight(salt, T) if name == "X" else weight) - energy / kT
    if len(moments) == 3:
        value += 0.5 * np.log(np.pi) - np.log(symmetry)
        value += 0.5 * np.sum(np.log(2 * moments * kT / hbar**2))
    elif len(moments) == 1:
        value += np.log(2 * moments[0] * kT / (symmetry * hbar**2))
    return value - np.sum(np.log(2 * np.sinh(hbar * freq / (2 * kT))))


def ln_solid(T):
    omega = np.sqrt(metal_spring / metal_mass)
    return cohesion * eV / (kB * T) - 3 * np.log(2 * np.sinh(hbar * omega / (2 * kB * T)))


def equilibrium(salt, species, T, P, omit=()):
    """Metal yield and partial pressures in contact with solid metal."""
    names = [n for n in species if n not in omit]
    n_metal = np.array([species[n][0] for n in names])
    n_halogen = np.array([species[n][1] for n in names])
    c = np.array([ln_phi(salt, species, n, T) for n in names]) - n_metal * ln_solid(T)
    c -= np.log(P)
    has_x = n_halogen > 0
    top = np.min(-c[has_x] / n_halogen[has_x]) + 0.01
    v = brentq(lambda z: np.sum(np.exp(c + n_halogen * z)) - 1, top - 20, top,
               xtol=1e-12)
    p = P * np.exp(c + n_halogen * v)
    return 1 - 4 * (n_metal @ p) / (n_halogen @ p), dict(zip(names, p))


def half_temperature(salt, P=pressure, omit=()):
    species = build(salt)
    return brentq(lambda T: equilibrium(salt, species, T, P, omit)[0] - 0.5,
                  200, 15000, xtol=1e-6)


def ln_prefactor(salt, T):
    """Mass-free classical prefactor of p_X^4/p_MX4, in pascal cubed."""
    kT, r = kB * T, salt["r"] * nm
    ln_zeta = (np.log(8 * np.pi**2 / 12) + 1.5 * np.log(8 / 3) - 0.5 * np.log(72)
               + 8 * np.log(r) + 2 * np.log(2 * np.pi * kT / salt["ks"])
               + 2.5 * np.log(2 * np.pi * kT / (salt["kb"] * r**2)))
    return (3 * np.log(kT) + 4 * np.log(atom_weight(salt, T))
            + 1.5 * np.log(2 * np.pi * kT / metal_spring) - ln_zeta)


salts = {"chloride": chloride, "iodide": iodide}
T50, entropy = {}, {}
print("Rough model inputs; vapour pressure = %.1f Torr" % (pressure / torr))
print("metal: cohesion %.1f eV, mass %.1f u, spring %.0f N/m"
      % (cohesion, metal_mass / amu, metal_spring))
for name, s in salts.items():
    print("%s: D(M-X) %.1f eV, D(X-X) %.1f eV, X mass %.1f u, spin-orbit %.1f eV"
          % (name, s["D_MX"], s["D_XX"], s["mass"], s["so"]))
    print("  M-X %.2f nm, stretch %.0f N/m, bend %.0f N/m; X-X %.2f nm, %.0f N/m"
          % (s["r"], s["ks"], s["kb"], s["r2"], s["k2"]))

for name, s in salts.items():
    species = build(s)
    # High temperature isolates the classical limit of the quantum sums.
    hot = 50000.0
    phi = {n: ln_phi(s, species, n, hot) for n in species}
    E_atom = 4 * s["D_MX"] - cohesion
    ln_K = 4 * phi["X"] - phi["MX4"] + ln_solid(hot)
    assert abs(ln_K + E_atom * eV / (kB * hot) - ln_prefactor(s, hot)) < 2e-3
    kT = kB * hot
    ln_K2 = (np.log(kT * atom_weight(s, hot)**2) - s["D_XX"] * eV / kT
             - np.log(2 * np.pi * (s["r2"] * nm)**2)
             - 0.5 * np.log(2 * np.pi * kT / s["k2"]))
    assert abs(2 * phi["X"] - phi["X2"] - ln_K2) < 2e-3

    T = half_temperature(s)
    T50[name] = T
    entropy[name] = ln_prefactor(s, T) - 3 * np.log(pressure)
    formula = E_atom * eV / (kB * (entropy[name] - np.log(256 / 125)))
    assert abs(formula / T - 1) < 0.005
    p = equilibrium(s, species, T, pressure)[1]
    share = 2 * p["X2"] / (p["X"] + 2 * p["X2"])
    print("%s: energy to metal + 2 X2 = %.1f eV; to metal + 4 X = %.1f eV"
          % (name, E_atom - 2 * s["D_XX"], E_atom))
    print("  ln(A/P^3) = %.2f; atom weight g = %.2f; T50 formula = %.0f K"
          % (entropy[name], atom_weight(s, T), formula))
    print("  T50 full = %.0f K = %.0f C; released halogen held as X2 = %.2e"
          % (T, T - const.zero_Celsius, share))

gap = T50["chloride"] - T50["iodide"]
assert gap > 0
print("T50 gap, chloride minus iodide = %.0f K" % gap)

# Direct Gibbs minimization at a pressure where both X and X2 can matter.
P_atm = 760 * torr
T_test = half_temperature(iodide, P_atm)
species = build(iodide)
phi = {n: ln_phi(iodide, species, n, T_test) for n in species}


def gibbs(z):
    deposited, atomic = 1 / (1 + np.exp(-np.clip(z, -35, 35)))
    n = np.array([1 - deposited, 4 * deposited * atomic, 2 * deposited * (1 - atomic)])
    n = np.maximum(n, 1e-300)
    logs = np.log(P_atm * n / n.sum()) - np.array([phi["MX4"], phi["X"], phi["X2"]])
    return n @ logs - deposited * ln_solid(T_test)


best = minimize(gibbs, [0.7, 0.7], method="Nelder-Mead",
                options=dict(xatol=1e-7, fatol=1e-11, maxiter=2000))
minimum_yield = 1 / (1 + np.exp(-best.x[0]))
assert abs(minimum_yield - 0.5) < 1e-3
print("iodide yield by Gibbs minimization at 760 Torr and %.0f K = %.4f"
      % (T_test, minimum_yield))
for name, s in salts.items():
    T = half_temperature(s, P_atm)
    p = equilibrium(s, build(s), T, P_atm)[1]
    print("%s at 760 Torr: T50 = %.0f K; halogen held as X2 = %.4f"
          % (name, T, 2 * p["X2"] / (p["X"] + 2 * p["X2"])))

# Replace one property of the chloride at a time.
groups = {"M-X bond energy": ["D_MX"], "X-X bond energy": ["D_XX"],
          "halogen mass": ["mass"], "lengths and springs": ["r", "ks", "kb", "r2", "k2"],
          "spin-orbit splitting": ["so"]}
changes = {}
print("Change of chloride T50 when one property takes its iodide value:")
for label, keys in groups.items():
    trial = dict(chloride, **{key: iodide[key] for key in keys})
    changes[label] = half_temperature(trial) - T50["chloride"]
    print("  %s: %+.2f K" % (label, changes[label]))
assert changes["M-X bond energy"] < -0.8 * gap
assert abs(changes["halogen mass"]) < 0.01 * gap
assert abs(changes["X-X bond energy"]) < 0.01 * gap
assert changes["lengths and springs"] > 0

heavy = dict(chloride, mass=iodide["mass"])
T = T50["chloride"]
light_set, heavy_set = build(chloride), build(heavy)
gain_atoms = 4 * (ln_phi(heavy, heavy_set, "X", T) - ln_phi(chloride, light_set, "X", T))
gain_bound = ln_phi(heavy, heavy_set, "MX4", T) - ln_phi(chloride, light_set, "MX4", T)
assert abs(gain_atoms - gain_bound) < 0.05
print("ln partition gain from iodine mass: 4 free X %.3f; bound MX4 %.3f"
      % (gain_atoms, gain_bound))

# Forbid free atoms to isolate the recovery of X-X bonds.
only_molecules = {n: half_temperature(s, omit=("X",)) for n, s in salts.items()}
weak_recovery = half_temperature(dict(chloride, D_XX=iodide["D_XX"]), omit=("X",))
assert only_molecules["iodide"] < only_molecules["chloride"] < weak_recovery
print("T50 if only X2 may leave: chloride %.0f K, iodide %.0f K"
      % (only_molecules["chloride"], only_molecules["iodide"]))
print("  chloride with the weak I-I bond energy: %.0f K" % weak_recovery)

weak_cl, weak_i = dict(chloride, D_MX=3.0), dict(iodide, D_MX=2.75)
T_weak_cl, T_weak_i = half_temperature(weak_cl), half_temperature(weak_i)
assert T_weak_i > T_weak_cl
print("Weak-bond model: D(M-Cl) %.2f eV, D(M-I) %.2f eV; T50 %.0f K, %.0f K"
      % (weak_cl["D_MX"], weak_i["D_MX"], T_weak_cl, T_weak_i))

# Size effects absent from the main model.
shift = half_temperature(dict(iodide, D_MX=iodide["D_MX"] + 0.1)) - T50["iodide"]
print("Iodide T50 change for +0.1 eV per M-X bond = %+.0f K" % shift)
melting, fusion = 2100.0, 0.2
melt_shift = -fusion * eV * (T50["chloride"] / melting - 1) / (kB * entropy["chloride"])
print("Chloride T50 change from melting (rough %.0f K, %.1f eV) = %+.1f K"
      % (melting, fusion, melt_shift))

rng = np.random.default_rng(4)
ratios = {name: kB * T50[name] / (s["kb"] * (s["r"] * nm)**2) for name, s in salts.items()}
sums, samples = {name: 0.0 for name in salts}, 0
for block in range(10):
    directions = rng.normal(size=(200000, 4, 3))
    directions /= np.linalg.norm(directions, axis=2)[:, :, None]
    bend = np.zeros(len(directions))
    for i, j in combinations(range(4), 2):
        cosine = np.sum(directions[:, i] * directions[:, j], axis=1)
        bend += 0.5 * (np.arccos(np.clip(cosine, -1, 1)) - np.arccos(-1 / 3))**2
    samples += len(directions)
    for name in salts:
        sums[name] += np.exp(-bend / ratios[name]).sum()
for name in salts:
    harmonic = (16 * np.pi**2 * (8 / 3)**1.5 * (2 * np.pi * ratios[name])**2.5
                / np.sqrt(72) / (4 * np.pi)**4)
    correction = np.log(sums[name] / samples / harmonic)
    bend_shift = T50[name] * correction / entropy[name]
    assert abs(bend_shift) < gap / 5
    print("%s large-angle bending: ln correction %+.2f, T50 change %+.0f K"
          % (name, correction, bend_shift))

print("With gaseous lower halides and metal vapour at %.1f Torr:" % (pressure / torr))
for factor in (1.0, 1.02):
    peaks = {}
    for name, s in salts.items():
        species = build(s, True, factor)
        at_half = equilibrium(s, species, T50[name], pressure)[0]
        temperatures, yields = [], []
        for T in np.arange(1000.0, 4000.0, 10.0):
            vapour = np.exp(ln_phi(s, species, "M", T) - ln_solid(T))
            if vapour > 0.95 * pressure:
                break
            temperatures.append(T)
            yields.append(equilibrium(s, species, T, pressure)[0])
        top = int(np.argmax(yields))
        peaks[name] = yields[top]
        print("  %s, lower-halide bonds x %.2f: yield at old T50 %.3f"
              % (name, factor, at_half))
        print("    best yield %.3f at %.0f K" % (yields[top], temperatures[top]))
    if factor == 1.0:
        assert peaks["iodide"] > peaks["chloride"]

print("OK")
```

Printed output:

```
Rough model inputs; vapour pressure = 1.0 Torr
metal: cohesion 6.2 eV, mass 91.2 u, spring 120 N/m
chloride: D(M-X) 5.1 eV, D(X-X) 2.5 eV, X mass 35.5 u, spin-orbit 0.1 eV
  M-X 0.23 nm, stretch 300 N/m, bend 7 N/m; X-X 0.20 nm, 320 N/m
iodide: D(M-X) 3.6 eV, D(X-X) 1.5 eV, X mass 126.9 u, spin-orbit 0.9 eV
  M-X 0.27 nm, stretch 200 N/m, bend 5 N/m; X-X 0.27 nm, 170 N/m
chloride: energy to metal + 2 X2 = 9.2 eV; to metal + 4 X = 14.2 eV
  ln(A/P^3) = 60.94; atom weight g = 5.31; T50 formula = 2736 K
  T50 full = 2736 K = 2463 C; released halogen held as X2 = 5.51e-05
iodide: energy to metal + 2 X2 = 5.2 eV; to metal + 4 X = 8.2 eV
  ln(A/P^3) = 57.68; atom weight g = 4.00; T50 formula = 1671 K
  T50 full = 1670 K = 1397 C; released halogen held as X2 = 2.58e-04
T50 gap, chloride minus iodide = 1065 K
iodide yield by Gibbs minimization at 760 Torr and 2565 K = 0.5000
chloride at 760 Torr: T50 = 4071 K; halogen held as X2 = 0.0010
iodide at 760 Torr: T50 = 2565 K; halogen held as X2 = 0.0041
Change of chloride T50 when one property takes its iodide value:
  M-X bond energy: -1162.13 K
  X-X bond energy: +0.01 K
  halogen mass: +0.23 K
  lengths and springs: +99.90 K
  spin-orbit splitting: +50.22 K
ln partition gain from iodine mass: 4 free X 7.643; bound MX4 7.648
T50 if only X2 may leave: chloride 5889 K, iodide 3277 K
  chloride with the weak I-I bond energy: 7252 K
Weak-bond model: D(M-Cl) 3.00 eV, D(M-I) 2.75 eV; T50 447 K, 953 K
Iodide T50 change for +0.1 eV per M-X bond = +81 K
Chloride T50 change from melting (rough 2100 K, 0.2 eV) = -11.5 K
chloride large-angle bending: ln correction +0.12, T50 change +5 K
iodide large-angle bending: ln correction +0.06, T50 change +2 K
With gaseous lower halides and metal vapour at 1.0 Torr:
  chloride, lower-halide bonds x 1.00: yield at old T50 -2.090
    best yield -0.000 at 1000 K
  iodide, lower-halide bonds x 1.00: yield at old T50 0.446
    best yield 0.996 at 2100 K
  chloride, lower-halide bonds x 1.02: yield at old T50 -2.173
    best yield -0.001 at 1000 K
  iodide, lower-halide bonds x 1.02: yield at old T50 0.318
    best yield 0.993 at 2140 K
OK
```
